# Exciton-phonon matrix element: electron scattering minus hole scattering, part 2

An exciton scatters from a phonon in a one-dimensional periodic crystal of \(N\) cells \(l\), in atomic units, \(\hbar=m_e=e=1\). Bands \(v\) are filled and \(c\) empty in the ground state \(|0\rangle\). Only one-pair states are kept:

\[
|S,Q\rangle=\sum_{vck}A^{SQ}_{vck}\,c^\dagger_{c,k+Q}\,c_{v,k}|0\rangle ,\qquad \sum_{vck}|A^{SQ}_{vck}|^2=1 .
\]

The electron is at \(k+Q\), the hole at \(k\); momenta are defined modulo a reciprocal lattice vector. With band energies \(E\), kernel \(K\) and exciton energy \(\Omega_{SQ}\), the pair equation is

\[
(E_{c,k+Q}-E_{v,k})A^{SQ}_{vck}+\sum_{v'c'k'}K_{vck,v'c'k'}A^{SQ}_{v'c'k'}=\Omega_{SQ}A^{SQ}_{vck} .
\]

Displacements \(u_l\) change the quasiparticle Hamiltonian \(h\). Between Bloch states \(|n,k\rangle\), with wavefunctions \(\varphi_{n,k}\), the operator \(V_q=\sum_le^{iql}\,\partial h/\partial u_l\) has elements \(g_{mn}(k,q)=\langle m,k+q|V_q|n,k\rangle\). The matrix element from \(|S,Q\rangle\) to \(|S',Q+q\rangle\) is \(G_{S'S}(Q,q)=G^e-G^h\), with

\[
\begin{aligned}
G^e&=\sum A^{S',Q+q\,*}_{vc'k}\,g_{c'c}(k+Q,q)\,A^{SQ}_{vck},\\
G^h&=\sum A^{S',Q+q\,*}_{v'c,k-q}\,g_{vv'}(k-q,q)\,A^{SQ}_{vck} .
\end{aligned}
\]

The questioner had proposed an unshifted hole term, with the same \(k\) in both envelopes and \(g_{vv'}(k,q)\) between them. In the exciton-phonon Hamiltonian, \(G\) is multiplied by \(1/\sqrt N\) and \(1/\sqrt{2M\omega_q}\), for a mode of mass \(M\) and frequency \(\omega_q\).

The derivation used the commutators

\[
[c_a^\dagger c_b,\,c_c^\dagger]=\delta_{bc}\,c_a^\dagger ,\qquad
[c_a^\dagger c_b,\,c_v]=-\delta_{av}\,c_b .
\]

It differentiated the pair Hamiltonian with respect to the amplitude \(u\) of a real displacement pattern, \(h(u)=h+uV\) with \(V\) Hermitian, using the carried orbitals

\[
|\tilde c\rangle=|c\rangle+u\sum_v|v\rangle\frac{V_{vc}}{E_c-E_v},\qquad
|\tilde v\rangle=|v\rangle-u\sum_c|c\rangle\frac{V_{cv}}{E_c-E_v} .
\]

Kernel elements between carried orbitals were assumed not to change at first order. The other reading of an unchanged kernel holds the screened interaction \(W(r,r')\) fixed as a function of position.

**Q.** Instead of differentiating an effective pair Hamiltonian, could I not place the electron-phonon operator directly between two exciton states?

**A.** You can, and it shows where the other terms go. Write

\[
\hat V_q=\sum_{mnk}g_{mn}(k,q)\,c^\dagger_{m,k+q}c_{n,k} ,
\]

with \(m,n\) running over all bands. The commutators used before become

\[
[\hat V_q,c^\dagger_{c,k+Q}]=\sum_mg_{mc}(k+Q,q)\,c^\dagger_{m,k+Q+q},
\]

\[
[\hat V_q,c_{v,k}]=-\sum_ng_{vn}(k-q,q)\,c_{n,k-q} .
\]

Moving \(\hat V_q\) to the right through a pair gives

\[
\hat V_qc_c^\dagger c_v|0\rangle=[\hat V_q,c_c^\dagger]c_v|0\rangle+c_c^\dagger[\hat V_q,c_v]|0\rangle+c_c^\dagger c_v\hat V_q|0\rangle .
\]

Now project on states with one pair.

- In the first term, \(m\) in a conduction band gives \(G^e\). If \(m\) is a valence band, the electron can only fill the hole, and no pair is left.
- In the second term, \(n\) in a valence band gives \(-G^h\). If \(n\) is a conduction band, the annihilator acts on an empty state and gives zero.
- In the third term, \(\hat V_q|0\rangle\) contains one-pair states. Creating the original pair on top of them gives two pairs or zero. It also contains the ground state itself when \(q=0\).

The result is

\[
\langle S',Q+q|\hat V_q|S,Q\rangle=G_{S'S}(Q,q)+\delta_{q0}\,\delta_{S'S}\sum_{vk}g_{vv}(k,0) .
\]

**Q.** So there is an extra term after all.

**A.** At \(q=0\) there is. It is the first-order energy change of the filled bands, and it is present with or without an exciton. An excitation energy is measured from the ground state of the same displaced crystal, so this term is subtracted.

The direct calculation did not mention the kernel, because it used fixed orbitals and discarded the interband processes that change the number of pairs. The displaced-crystal derivation shows what that omission costs: the same interband elements return through the orbitals in the kernel.

**Q.** The phase of a Bloch state is arbitrary at each \(k\). Does \(G\) survive a change of those phases?

**A.** Multiply \(|n,k\rangle\) by \(e^{i\theta_n(k)}\). The exciton state must not change, so its envelope compensates:

\[
A^{SQ}_{vck}\to A^{SQ}_{vck}\,e^{-i\theta_c(k+Q)+i\theta_v(k)} .
\]

The three factors of the hole term acquire the phases

\[
\begin{aligned}
A'^*_{v'c,k-q}&:\quad \theta_c(k+Q)-\theta_{v'}(k-q),\\
g_{vv'}(k-q,q)&:\quad \theta_{v'}(k-q)-\theta_v(k),\\
A_{vck}&:\quad \theta_v(k)-\theta_c(k+Q),
\end{aligned}
\]

where \(A'\) is the final envelope. They add to zero. In the electron term the phases are \(\theta_{c'}(k+Q+q)-\theta_v(k)\), then \(\theta_c(k+Q)-\theta_{c'}(k+Q+q)\), then \(\theta_v(k)-\theta_c(k+Q)\), and these also add to zero.

Now take your earlier proposal for the hole, \(A'^*_k\,g_{vv}(k,q)\,A_k\), with one band of each kind. Its phases add to

\[
\theta_c(k+Q+q)-\theta_c(k+Q)-\theta_v(k+q)+\theta_v(k) ,
\]

which is not zero in general. That sum depends on arbitrary choices and cannot be a physical coupling. An overall phase of \(G\) remains, because each exciton state has a free phase of its own, but \(|G|\) is well defined for nondegenerate excitons.

**Q.** And the reverse process?

**A.** Since \(V_q^\dagger=V_{-q}\), we have \(g_{mn}(k,q)^*=g_{nm}(k+q,-q)\). Complex conjugation of the electron term exchanges the envelopes and gives the electron term for \(Q+q\to Q\). In the hole term the reverse process starts from a hole at \(k-q\) and ends at \(k\), with coupling \(g_{v'v}(k,-q)=g_{vv'}(k-q,q)^*\). Together,

\[
G_{SS'}(Q+q,-q)=G_{S'S}(Q,q)^* .
\]

**Q.** How could I see \(|G|\) in an energy, without trusting any momentum labels?

**A.** There are two ways. For a uniform displacement, \(q=0\), first-order perturbation theory for a nondegenerate exciton gives

\[
\frac{d\Omega_{SQ}}{du}=G_{SS}(Q,0) .
\]

For finite \(q\), freeze in a standing wave \(u_l=2u\cos(ql)=u(e^{iql}+e^{-iql})\), so that \(V=V_q+V_{-q}\). Choose \(Q=-q/2\), so that \(Q+q=-Q\). If \(h\) and \(W\) are real, complex conjugation of the pair equation turns a solution at \(Q\) into one at \(-Q\) with the same energy. The displacement couples this degenerate pair:

\[
\begin{pmatrix}\Omega&uG^*\\uG&\Omega\end{pmatrix},\qquad
\Omega_\pm=\Omega\pm u|G| .
\]

The splitting is \(2u|G|\). This requires that \(q\) and \(-q\) be different wavevectors, and that \(u|G'|\ll\Delta\) for the coupling \(G'\) of either state to every other exciton at energy distance \(\Delta\). Such a coupling gives a correction of order \(u^2|G'|^2/\Delta\), and the interband elements add one of order \(u^2|V_{vc}|^2/(E_c-E_v)\) through the one-body blocks. The levels themselves lie at \(\Omega\pm u|G|\) when both corrections are small compared with \(u|G|\). The splitting is less sensitive. By the same conjugation symmetry the second-order shifts of the two states are equal. Two scatterings transfer momentum \(0\) or \(\pm2q\), which connects \(-q/2\) to \(+q/2\) only if \(3q\) is a reciprocal lattice vector. In that case the splitting has a second-order correction. Otherwise its first correction is of third order in \(u\). Either correction must stay well below \(u|G|\).

**Q.** You postponed the other reading of the kernel assumption. If I hold \(W(r,r')\) fixed, what must I add?

**A.** Take the direct attraction, without exchange. With the pair wavefunction

\[
\Psi(r_e,r_h)=\sum A_{vck}\,\varphi_{c,k+Q}(r_e)\,\varphi^*_{v,k}(r_h) ,
\]

its element between two excitons is \(-\langle\Psi'|W|\Psi\rangle\). Hold the envelopes fixed and let the orbitals be carried. The pair wavefunction becomes \(\Psi+u\,\delta\Psi\), with

\[
\delta\Psi=\sum A_{vck}\left[\delta\varphi_{c,k+Q}\,\varphi^*_{v,k}+\varphi_{c,k+Q}\,\delta\varphi^*_{v,k}\right] ,
\]

\[
\delta\varphi_c=\sum_v\varphi_v\frac{V_{vc}}{E_c-E_v},\qquad
\delta\varphi_v=-\sum_c\varphi_c\frac{V_{cv}}{E_c-E_v} .
\]

Here \(V\) is the Hermitian operator of a real pattern, \(V=V_q+V_{-q}\) for the standing wave. The expressions contain complex conjugates of \(\delta\varphi\), so \(V_q\) alone cannot be put in its place. Differentiating the product gives

\[
G_K=-\langle\delta\Psi'|W|\Psi\rangle-\langle\Psi'|W|\delta\Psi\rangle .
\]

For fixed \(W\) the matrix element is \(G+G_K\). Each part of \(G_K\) contains one interband coupling, one interaction and one energy denominator. It is thus of order \(W\,V_{vc}/(E_c-E_v)\), and neglecting it is reasonable when this quantity is small compared with \(|G|\). The \(W\) in this estimate is an element in which one particle changes between a valence and a conduction orbital. The product of two such orbitals integrates to zero, so a constant part of \(W\) gives no contribution and a part that varies slowly over a cell gives little. A weak interaction on the scale of the gap ensures this only if \(|G|\) is not much smaller than \(|V_{vc}|\), which can fail when the electron and hole terms nearly cancel. If the displacement also changes \(W\), there is a further term \(-\langle\Psi'|dW/du|\Psi\rangle\). An exchange kernel would bring its own changes.

**Q.** I would like numbers from a case where the electron and hole terms are really different.

**A.** Take a ring of 16 cells, each with a site A at energy \(-0.060\) hartree and a site B at \(+0.060\) hartree. The hopping elements are \(-t_1=-0.080\) hartree inside a cell and \(-t_2=-0.040\) hartree from B to the next A. These are round model parameters. A pair whose particles are \(d\) sites apart, along the shorter way round the ring, attracts with \(W=0.12/(1+d)\) hartree. I take spin-triplet excitons: exchange through a spin-independent interaction vanishes for them. It needs the excited electron to have the spin of the valence electron that was removed. For \(S_z=\pm1\) these spins differ, and for \(S_z=0\) the contributions of the two spins cancel.

Site B in cell \(l\) moves by \(u_l\). Its hopping to the A of its own cell changes by \(+\beta u_l\), and its hopping to the next A by \(-\beta u_l\), with \(\beta=0.020\) hartree/bohr. The site energies of these two A sites change by \(+\gamma u_l\) and \(-\gamma u_l\), with \(\gamma=0.010\) hartree/bohr.

The bands are \(\pm\sqrt{0.060^2+|t_1+t_2e^{ik}|^2}\) hartree. The gap lies at \(k=\pi\):

\[
2\sqrt{0.060^2+0.040^2}=0.1442\ \text{hartree} .
\]

Consider the lowest exciton going from \(Q=-\pi/4\) to \(+\pi/4\), so \(q=\pi/2\). Diagonalizing the pair Hamiltonian at fixed \(Q\) gives an exciton energy of 0.1050 hartree, against 0.1508 hartree for the lowest free pair at that \(Q\). The exciton is bound by 0.0459 hartree.

**Q.** And the two scattering terms?

**A.** Summing over \(k\) with the computed envelopes gives \(|G^e|=0.01576\) and \(|G^h|=0.02646\) hartree/bohr. The phase of \(G^h\) relative to \(G^e\) is \(-104.4^\circ\). The terms are complex, so their moduli cannot simply be subtracted:

\[
\begin{aligned}
|G|^2&=|G^e|^2+|G^h|^2-2|G^e||G^h|\cos(104.4^\circ)\\
&\approx(2.48+7.00+2.07)\times10^{-4}=11.55\times10^{-4} ,
\end{aligned}
\]

in (hartree/bohr)\(^2\). Hence \(|G|=0.0340\) hartree/bohr. The difference is larger than either term because the cosine is negative.

For a moving mass of 20000 electron masses and a phonon energy of 0.0050 hartree, the zero-point length is \(1/\sqrt{2\times20000\times0.0050}=0.0707\) bohr. The coupling becomes

\[
0.0340\times0.0707=0.00240\ \text{hartree}=65.4\ \text{meV} .
\]

The matrix element on this ring also carries \(N^{-1/2}=1/4\), which makes it 16.4 meV.

**Q.** Show me the splitting as well. That calculation does not need your \(k-q\).

**A.** Freeze in the standing wave with \(u=10^{-4}\) bohr and diagonalize \(h(u)\) on the 32 sites, without Bloch states. Build all \(16\times16=256\) pairs of one empty and one filled orbital. To hold the kernel fixed in the carried orbitals, find the unitary matrices that best align the displaced conduction and valence orbitals with the undisplaced ones, and transform the old kernel matrix with them. Diagonalize the pair Hamiltonian and follow the two levels that come from \(Q=\pm\pi/4\). Their splitting divided by \(2u\) is 0.0340 hartree/bohr, equal to \(|G|\) from the envelopes.

If instead \(W\) is held fixed and evaluated with the displaced orbitals, the same procedure gives 0.0309 hartree/bohr. The formula for \(G_K\) gives \(|G_K|=0.0035\) and \(|G+G_K|=0.0309\) hartree/bohr. The coupling is thus 9% below \(|G|\). In this model the two readings of "unchanged kernel" differ visibly. The binding energy, about 30% of the free-pair energy, is not the measure of this difference. A constant added to \(W\) would change the binding but leave the envelopes, \(G\) and \(G_K\) unchanged. What enters \(G_K\) is the variation of \(W\) over short distances, and here \(W\) halves between the same site and the next.

**Q.** And my unshifted hole envelope?

**A.** I drew three sets of random phases for the Bloch states and recomputed the envelopes each time. The correct expression gives \(|G|=0.0340\) hartree/bohr for all three. The unshifted one gives 0.0144, 0.0057 and 0.0160 hartree/bohr.

**Q.** How does the coupling depend on \(q\) in this chain?

**A.** Start from the lowest exciton at \(Q=0\) and end in the lowest one at \(q\). The last three columns are in hartree/bohr.

| \(q/\pi\) | \(\lvert G^e\rvert\) | \(\lvert G^h\rvert\) | \(\lvert G\rvert\) |
|---|---|---|---|
| 0 | 0.0195 | 0.0195 | 0.0390 |
| 0.25 | 0.0183 | 0.0231 | 0.0370 |
| 0.50 | 0.0145 | 0.0261 | 0.0331 |
| 0.75 | 0.0090 | 0.0268 | 0.0310 |
| 1 | 0.0041 | 0.0273 | 0.0314 |

**Q.** At \(q=0\) the two terms have the same size, yet they do not cancel. Why?

**A.** For a uniform displacement each A site receives \(+\gamma u\) from one neighbour and \(-\gamma u\) from the other, so the site energies do not change. What remains of \(V_0\) is hopping between A and B. Its \(2\times2\) matrix at each \(k\) has zero trace, hence \(g_{vv}(k,0)=-g_{cc}(k,0)\). At \(Q=0\) the electron and hole sums use the same weights \(|A_k|^2\), so \(G^h=-G^e\) and \(G=2G^e\).

The sign follows from the band energy. The displacement changes \(t_1\) to \(t_1-\beta u\) and \(t_2\) to \(t_2+\beta u\), and at \(u=0\)

\[
\begin{aligned}
\frac{d}{du}|t_1+t_2e^{ik}|^2
&=\frac{d}{du}\left(t_1^2+t_2^2+2t_1t_2\cos k\right)\\
&=-2\beta t_1+2\beta t_2+2\beta(t_1-t_2)\cos k\\
&=-2\beta(t_1-t_2)(1-\cos k)\le0 .
\end{aligned}
\]

The conduction band falls and the valence band rises, so both terms lower the exciton energy. The formula gives \(G=-0.0390\) hartree/bohr. The slope of the exciton energy, from a central difference between uniform displacements of \(\pm10^{-4}\) bohr with the kernel held fixed in the carried orbitals, is also \(-0.0390\) hartree/bohr.

**Q.** And the growth of the hole term with \(q\)?

**A.** At finite \(q\) the site energies no longer cancel. Site A in cell \(l\) receives \(\gamma e^{iql}\) from its own cell and \(-\gamma e^{iq(l-1)}\) from the cell before, so its coupling is

\[
\gamma(1-e^{-iq})\,e^{iql},\qquad |\gamma(1-e^{-iq})|=2\gamma\,|\sin(q/2)| .
\]

This grows up to \(q=\pi\), and it acts on the A sites, where the valence states have most of their weight. The table does not separate the site and hopping contributions, so it does not show how much of the growth of the hole term comes from this coupling.
